# Estimating where small-polaron hopping becomes adiabatic

## Problem

A small polaron hops between two equivalent sites in an amorphous oxide. The hop has activation energy $E_a=0.25$ eV, and the vibration that carries the lattice distortion has quantum $\hbar\omega=60$ meV. Use Holstein's criterion to estimate the electronic coupling $J$ at which hopping at 300 K passes from non-adiabatic to adiabatic. How sharp is the change, and how far can the estimate be trusted?

## Solution

### The model and the two regimes

Let one classical vibration, with scaled coordinate $y$, carry the distortion. With the carrier held on site 1 or site 2, the energies are

$$U_1=E_a(y+1)^2,\qquad U_2=E_a(y-1)^2 .$$

The wells lie at $y=-1$ and $y=+1$. The curves cross at $y=0$, at height $E_a$, so here $E_a$ is the barrier before $J$ modifies it. Each curve has curvature $2E_a$. For the frequency to be $\omega$, the inertia in the kinetic energy $\tfrac12 m\dot y^2$ must be $m=2E_a/\omega^2$.

The coupling $J$ is the off-diagonal element between the two site states. Diagonalizing the $2\times2$ electronic matrix gives

$$E_\pm=E_a(y^2+1)\pm\sqrt{(2E_ay)^2+J^2}.$$

The minimum splitting, at $y=0$, is therefore $2J$. If the lattice passes this point slowly, the carrier follows the lower level $E_-$ and changes site: the hop is adiabatic. If the lattice passes quickly, the carrier usually stays on its site, and the hop is non-adiabatic.

### How fast the levels sweep past each other

The site-energy gap is $U_1-U_2=4E_ay$. Write the lattice speed as $\dot y=u\sqrt{k_BT/m}$, so that $u$ is the speed in units of its thermal rms value. Inserting $m$ gives the sweep rate

$$\alpha=4E_a\dot y=4E_a\,\omega u\sqrt{\frac{k_BT}{2E_a}}=2\omega u\sqrt{2E_ak_BT}.$$

### One passage

Near the crossing take $\alpha$ as constant and drop the energy common to both states. The site amplitudes obey

$$i\hbar\dot c_1=\tfrac12\alpha t\,c_1+Jc_2,\qquad i\hbar\dot c_2=-\tfrac12\alpha t\,c_2+Jc_1 .$$

Setting $c_1=a\,e^{-i\alpha t^2/4\hbar}$ and $c_2=b\,e^{i\alpha t^2/4\hbar}$ removes the diagonal terms:

$$i\hbar\dot a=Jb\,e^{i\alpha t^2/2\hbar},\qquad i\hbar\dot b=Ja\,e^{-i\alpha t^2/2\hbar}.$$

Differentiate the first equation and eliminate $b$ and $\dot b$:

$$\ddot a-\frac{i\alpha t}{\hbar}\dot a+\frac{J^2}{\hbar^2}a=0 .$$

At large $|t|$ there are two kinds of solution. In the slow one $\ddot a$ is negligible, so $\dot a/a=-i\nu/t$ with $\nu=J^2/\hbar\alpha$, and $a\propto t^{-i\nu}$. In the fast one the first two terms balance, so $\dot a\propto e^{i\alpha t^2/2\hbar}$ to leading order. The fast solution has finite $b$, and is absent at $t\to-\infty$ if the carrier starts on site 1.

The equation has no singularity at finite $t$, so $a$ can be continued from $t=-R$ to $t=+R$ along a large semicircle $t=Re^{i\theta}$ in the upper half-plane. The fast solution has magnitude governed by $\exp[-\alpha R^2\sin(2\theta)/2\hbar]$. It is exponentially large for $\pi/2<\theta<\pi$, where its zero coefficient stays zero and it cannot alter the slow one. It is exponentially small for $0<\theta<\pi/2$, where it may appear but does not change the coefficient of the slow solution. We can thus follow $t^{-i\nu}$ alone. Its value is $R^{-i\nu}e^{\pi\nu}$ at $\theta=\pi$ and $R^{-i\nu}$ at $\theta=0$, so the amplitude on site 1 falls by $e^{-\pi\nu}$. The probability of changing site, which is that of following the lower level, is the Landau–Zener result

$$P=1-e^{-2\pi\nu}=1-\exp\left(-\frac{2\pi J^2}{\hbar\alpha}\right).$$

Direct integration of the amplitude equations at $J=35$ meV, for $u=0.6$, 1.25 and 2.0, agrees with this $P$ to within 0.0011.

### One thermal attempt

A fast-moving lattice reaches the crossing more often, so arrivals are weighted by $u\,e^{-u^2/2}$, whose integral over $u>0$ is 1. Hence

$$\left\langle\frac1u\right\rangle=\int_0^\infty e^{-u^2/2}\,du=\sqrt{\frac{\pi}{2}} .$$

The mean Landau–Zener exponent is then

$$g=\frac{2\pi J^2}{2\hbar\omega\sqrt{2E_ak_BT}}\sqrt{\frac{\pi}{2}}
=\frac{\pi^{3/2}J^2}{2\hbar\omega\sqrt{E_ak_BT}} .$$

The rate of arrival is the thermal density at $y=0$ times the mean one-way speed:

$$\nu_a=\sqrt{\frac{m\omega^2}{2\pi k_BT}}\,e^{-E_a/k_BT}\sqrt{\frac{k_BT}{2\pi m}}
=\frac{\omega}{2\pi}e^{-E_a/k_BT}.$$

If the carrier stays on site 1, the lattice climbs $U_1$ beyond the crossing, turns and comes back, so an attempt can contain several passages. Suppose they are independent and have equal speed, and that a carrier reaching a well on the lower level settles there. Let $A$ and $B$ be the probabilities of finally reaching site 2 from the upper level, when the lattice is moving left (falling $y$) and right (rising $y$) respectively. Moving left, the system stays on the upper level with probability $P$ and returns moving right; otherwise it drops into well 1. Moving right, it stays up with probability $P$; otherwise it drops into well 2. So

$$A=PB,\qquad B=(1-P)+PA .$$

Substituting the first in the second gives $B=(1-P)/(1-P^2)=1/(1+P)$ and $A=P/(1+P)$. The hop probability per attempt is

$$\kappa=P+(1-P)A=\frac{P(1+P)+P(1-P)}{1+P}=\frac{2P}{1+P}.$$

For weak coupling $\kappa\approx2P$: there is one chance on the way up and one on the way back. The thermal average becomes $2g$, and the rate is

$$k_{\rm weak}=2g\,\nu_a=\frac{J^2}{\hbar}\sqrt{\frac{\pi}{4E_ak_BT}}\;e^{-E_a/k_BT}.$$

### The criterion and its value

The formula for $k_{\rm weak}$ grows as $J^2$ without limit, but $\kappa$ cannot exceed 1. The formula must fail when $2g$ is of order 1. Holstein's criterion fixes the constant by a convention that, in the present variables, is $g=1/\sqrt2$. Solving the expression for $g$,

$$J_H^2=\frac{2\hbar\omega\sqrt{E_ak_BT}}{\sqrt2\,\pi^{3/2}}=\frac{\hbar\omega}{\pi}\sqrt{\frac{2E_ak_BT}{\pi}},$$

$$J_H=\left(\frac{2k_BTE_a}{\pi}\right)^{1/4}\left(\frac{\hbar\omega}{\pi}\right)^{1/2}.$$

At 300 K, $k_BT=25.85$ meV. With all energies in eV,

$$J_H=(0.2533)(0.1382)\ \text{eV}=0.035\ \text{eV}=35\ \text{meV}.$$

A slower lattice (smaller $\omega$) gives the carrier more time and lowers $J_H$. A larger $E_a$ makes the gap change more steeply, and a higher $T$ makes the lattice move faster; both raise $J_H$, but as a fourth root. At 400 K, with $E_a$ and $\hbar\omega$ held fixed, $J_H$ is 37.6 meV.

### How sharp is the change?

At $J_H$, $2g=\sqrt2$, so the weak-coupling formula has already passed its ceiling. Requiring $2g=1$ instead would put the boundary at 29 meV, and requiring $g=1$ would put it at 42 meV. These two alternatives show how the estimate depends on the convention; a stricter definition can move it further.

Since $g\propto J^2$, the weak-coupling estimate is $2g=\sqrt2\,(J/J_H)^2$. The table compares it with the thermal average of $\kappa$, with $E_a$, $\hbar\omega$ and $T$ fixed.

| $J$ (meV) | $2g$ | mean $\kappa$ |
|---:|---:|---:|
| 10 | 0.12 | 0.10 |
| 20 | 0.46 | 0.30 |
| 35 | 1.4 | 0.58 |
| 50 | 2.9 | 0.77 |
| 100 | 12 | 0.98 |

At 10 meV most attempts fail and the $J^2$ law is a fair approximation. At 35 meV slightly more than half succeed. In this model a mean hop probability of 0.9 requires 69 meV, about twice $J_H$. Thus, for a classical lattice with independent passages, 35 meV marks the middle of a gradual crossover; it is not a threshold above which every hop is adiabatic.

### Which barrier is 0.25 eV?

The coupling also lowers the barrier. To find the minimum of $E_-$, put $s=\sqrt{4E_a^2y^2+J^2}$, so that

$$E_-=\frac{s^2-J^2}{4E_a}+E_a-s .$$

For $J<2E_a$ the minimum is at $s=2E_a$, where $E_-=-J^2/4E_a$. The top, at $y=0$, has $E_-=E_a-J$. The adiabatic barrier is therefore

$$E_{\rm ad}=E_a-J+\frac{J^2}{4E_a}.$$

At $J_H$ it is 0.216 eV, which by itself raises the Boltzmann factor 3.7 times. This gain is not included in $\kappa$. If the stated 0.25 eV is already the lowered barrier, solving this equation together with that for $J_H$ gives $E_a=0.285$ eV and $J_H=36$ meV. The rate is sensitive to the distinction; the crossover coupling is not.

### Where the classical picture is strained

**Quantum vibration.** Here $\hbar\omega/2k_BT=1.16$, so the vibration is not in its classical limit. For weak coupling, the golden rule replaces the classical crossing by overlaps of vibrational states. Let $p_n$ be the thermal weight of level $n$, and $|n_1\rangle$, $|n_2\rangle$ the corresponding states in the two wells. If phonon dispersion spreads the energy-conserving line over one quantum,

$$k_q=\frac{2\pi J^2}{\hbar}\,\frac{1}{\hbar\omega}\sum_n p_n\,|\langle n_2|n_1\rangle|^2 .$$

For a soft 5 meV phonon, with the same $E_a$ and $T$, this sum is 1.008 times $k_{\rm weak}$, which confirms the classical limit. For the 60 meV phonon it is 2.9 times $k_{\rm weak}$, because the lattice can tunnel between the wells.

Replacing $k_BT$ in $J_H$ with the mean energy of the quantum oscillator, 36.5 meV, gives 38 meV, but this small shift is misleading. It allows only for a faster lattice at the crossing. With the 60 meV phonon, weak-coupling hops come mostly from lattice energies near 0.2 eV, below the crossing, where a classical lattice would never arrive.

If the lattice motion in this two-curve model is treated quantum mechanically, and a carrier settles once it reaches a well, the rate at 35 meV is only about one fifth of the rate on the lower level alone. That fraction reaches 0.58, the classical mean $\kappa$ at $J_H$, only near 95 meV. By this measure a hop at 35 meV is still mainly non-adiabatic. The measure is not identical to $\kappa$: the lower-level rate includes the lowering of the barrier by $J$ (a factor 3.7 at 35 meV) and a larger quantum enhancement from tunnelling and zero-point motion (a factor 6.6). It also depends on the reference, which here is the bare level $E_-$; adding the diagonal Born–Oppenheimer correction to $E_-$ raises the fraction at 35 meV to 0.55. A test that needs no such reference points the same way as the bare level: the two-curve quantum rate is within 4% of the weak-coupling $k_q$ at 35 meV and within 10% at 50 meV, so the $J^2$ law still holds there.

**Tunnelling through the adiabatic barrier.** At $y=0$ the second derivative of $E_-$ is $2E_a-4E_a^2/J$. Dividing its negative by $m$ gives the barrier frequency

$$\omega_b=\omega\sqrt{\frac{2E_a}{J}-1},$$

which is $3.6\,\omega$ at $J_H$. At an energy $\delta$ below the top of an inverted parabola, the semiclassical tunnelling probability is $e^{-2\pi\delta/\hbar\omega_b}$, while the thermal population is larger than at the top by $e^{\delta/k_BT}$. Tunnelling below the top wins when

$$T<T_c=\frac{\hbar\omega_b}{2\pi k_B}.$$

For this barrier $T_c$ is about 400 K, above the temperature of the problem. A classical over-barrier rate is therefore unsafe at 300 K on the adiabatic side too. The parabola describes only the top of the barrier, so $T_c$ is a warning sign and not a rate calculation.

**Overlapping passages.** The mean kinetic energy of the lattice coordinate on arrival at the crossing is $k_BT\int_0^\infty\tfrac12u^3e^{-u^2/2}du=k_BT$. With this kinetic energy at the crossing, and the carrier still on site 1, the lattice turns where $E_a(y+1)^2=E_a+k_BT$. The site-energy gap there is

$$4E_a\left(\sqrt{1+\frac{k_BT}{E_a}}-1\right)=50\ \text{meV}.$$

This is less than the minimum splitting $2J_H=70$ meV. The lattice turns before it has left the region where the states mix strongly, so successive passages are not well separated. The values of $\kappa$ near $J_H$ therefore illustrate a gradual crossover under the assumption of independent passages; they are not predictions for a real hop carried by a 60 meV vibration.

### Inequivalent sites

In an amorphous solid the surroundings differ from site to site, so two neighbouring sites need not have equal energies. If site 2 lies higher by $\Delta$, the crossing moves to $y=\Delta/4E_a$, and the uphill barrier becomes

$$E_a\left(1+\frac{\Delta}{4E_a}\right)^2=E_a+\frac{\Delta}{2}+\frac{\Delta^2}{16E_a}.$$

The slope of the gap stays $4E_a$, so the formula for $J_H$ still holds with the new $E_a$. For an illustrative $\Delta=0.10$ eV and an uphill barrier of 0.25 eV, $E_a$ is 0.197 eV and $J_H$ is 33 meV, a reduction of about 6%. The criterion does not supply the actual $J$ of a glass. That must be found separately, and it can vary between site pairs, so one sample may contain hops on both sides of the crossover.

For the stated parameters, Holstein's criterion gives a crossover coupling of roughly 35 meV. Within its classical picture, the meaning of the barrier and the illustrative site disorder each move this coupling by less than 10%, whereas the other two conventions considered move it down by 16% or up by 19%. The quantum treatment of the two-curve model calls for more caution: with a 60 meV vibration at 300 K, the rate still follows the weak-coupling $J^2$ law to within 10% at 50 meV, and it reaches 0.58 of that on the bare lower level only near 95 meV. The 35 meV is therefore a classical estimate, and a coupling somewhat above it does not ensure adiabatic hops. The absolute hopping rate is also insecure, since tunnelling raises the weak-coupling rate about threefold. The factor 3.7 from barrier lowering applies to motion on the lower level alone; at 35 meV the quantum two-curve rate shows almost none of it. The numerical output below gives most of the values to further digits.

## Calculated quantities

```
Diabatic barrier Ea: 0.25 eV
Phonon quantum: 60 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Factor (2 kT Ea/pi)^(1/4): 0.2533 eV^(1/2)
Factor (hw/pi)^(1/2): 0.1382 eV^(1/2)
Holstein coupling J_H: 35 meV
J_H at 400 K: 37.61 meV
Mean Landau-Zener exponent at J_H: 0.7071
Weak rate / attempt-limited rate at J_H: 1.414
Coupling where that rate ratio is 1: 29.43 meV
Coupling where mean exponent is 1: 41.62 meV
Mean hop probability at J = 10.0 meV: 0.0974
Mean hop probability at J = 20.0 meV: 0.295
Mean hop probability at J = 35.0 meV: 0.577
Mean hop probability at J = 50.0 meV: 0.769
Mean hop probability at J = 100.0 meV: 0.978
Coupling for hop probability 0.9: 68.98 meV
Largest Landau-Zener test error: 0.0011
Overlap-sum / classical rate, 5 meV phonon: 1.008
Adiabatic barrier at J_H: 0.2162 eV
Boltzmann gain from barrier lowering: 3.69
Ea if 0.25 eV is the lowered barrier: 0.285 eV
J_H for that Ea: 36.17 meV
Illustrative site-energy difference: 0.1 eV
Ea if uphill barrier is 0.25 eV: 0.1968 eV
J_H with that site difference: 32.97 meV
Phonon quantum / (2 kT): 1.16
Quantum / classical weak-coupling rate: 2.93
Mean quantum oscillator energy: 36.53 meV
Rough J_H using that energy for kT: 38.16 meV
Barrier frequency / phonon frequency at J_H: 3.645
Tunnelling crossover temperature at J_H: 403.9 K
Gap at diabatic turning point: 50.43 meV
Minimum adiabatic splitting 2 J_H: 70 meV
```
